**Switching polarization of a Rice–Mele chain by repaired Berry phases**

The program follows the Berry phase φ of a Ti–O chain with level difference 2Δ, hoppings t_r and t_l, and D = t_r − t_l, while Ti moves from −0.01 to +0.01 nm. Phase differences are folded into (−π, π], which is safe when a step in (D, Δ) is shorter than half the gap at its start. The program asserts that the discrete phases agree with a closed formula and that the electron centres along the path agree with dipoles of open chains. It also asserts that the mesh error falls as 1/N², that a detour through negative Δ adds one turn, and that a metallic path and a coarsely sampled loop are flagged. The output gives a switching polarization of 42.2 μC/cm²; without repair it would be −158.1 μC/cm², off by the quantum 2e/a² = 200.3 μC/cm². The largest neglected effect that it sizes is that of two π-bonded chains, 18.2 μC/cm². The parameters are round values in the rough regime of barium titanate, so the result is a model value and not a prediction for the material.

## Numerical verification

```python
"""
Result under test: the switching polarization of a Rice-Mele chain follows from
Berry phases known modulo 2 pi, if each phase difference is folded into
(-pi, pi] and each step in (D, Delta) is shorter than half the gap at its start.

Chain: Ti at u (level +Delta), O at a/2 (level -Delta), period a,
hoppings t_r (right bond of Ti) and t_l (left bond), two electrons per cell.
T = t_r + t_l, D = t_r - t_l, theta = k a / 2.
phi: Berry phase of the filled band for reference positions 0 and a/2.
w_T: mean weight of the filled band on Ti.
Electron centre: x_c = a phi / (2 pi) + u w_T.
Polarization change: (e / a^3) (Z du - 2 dx_c).
Energies in eV, lengths in nm, polarization printed in uC/cm2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

TWO_PI = 2 * np.pi
a = 0.4             # period, nm
u0 = 0.01           # largest Ti displacement, nm
t0 = 2.0            # hopping at u = 0, eV
power = 3.5         # hopping scales as bond length to the power -3.5
Delta = 1.5         # half the level difference, eV
Z_ti = 4.0          # nominal Ti charge, units of e
field = 0.1         # eV/nm for one electron, equal to 1 MV/cm
temperature = 300.0
N_K = 400
TO_UC = constants.e * 1e18 * 100   # e/nm^2 -> uC/cm^2


def hoppings(u, scale=t0):
    right = scale * ((a / 2 - u) / (a / 2)) ** (-power)
    left = scale * ((a / 2 + u) / (a / 2)) ** (-power)
    return right, left


def bands(t_r, t_l, delta, n_k):
    theta = np.arange(n_k) * np.pi / n_k
    g = t_r * np.exp(1j * theta) + t_l * np.exp(-1j * theta)
    h = np.zeros((n_k, 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = delta, -delta
    h[:, 0, 1], h[:, 1, 0] = g, g.conj()
    return np.linalg.eigh(h)


def string_phase(t_r, t_l, delta, n_k=N_K):
    """Principal Berry phase and mean Ti weight from diagonalized states."""
    _, vectors = bands(t_r, t_l, delta, n_k)
    low = vectors[:, :, 0]
    following = np.vstack([low[1:], low[:1] * np.array([1, -1])])
    overlaps = np.sum(low.conj() * following, axis=1)
    return -np.angle(np.prod(overlaps)), np.mean(np.abs(low[:, 0]) ** 2)


def formula_phase(t_r, t_l, delta):
    T, D = t_r + t_l, t_r - t_l

    def integrand(th):
        g2 = (T * np.cos(th)) ** 2 + (D * np.sin(th)) ** 2
        return 1 / (g2 * np.sqrt(g2 + delta ** 2))
    value = 2 * quad(integrand, 0, np.pi / 2, epsabs=1e-11, limit=200)[0]
    return np.pi - np.pi / 2 * np.sign(D) + delta * T * D / 2 * value


def fold(x):
    return x - TWO_PI * np.round(x / TWO_PI)


def track(t_r, t_l, delta, n_k=N_K):
    """Raw phases, repaired phases, Ti weights, step ratios (safe if < 1)."""
    t_r, t_l, delta = np.broadcast_arrays(t_r, t_l, delta)
    data = np.array([string_phase(*p, n_k) for p in zip(t_r, t_l, delta)])
    raw, weight = data.T
    repaired = raw[0] + np.concatenate([[0], np.cumsum(fold(np.diff(raw)))])
    D = t_r - t_l
    ratio = np.hypot(np.diff(D), np.diff(delta)) / np.maximum(
        np.hypot(D, delta)[:-1], 1e-300)
    return raw, repaired, weight, ratio


def switching_shift(scale=t0, n_nodes=10, n_k=N_K):
    """Change of the electron centre from -u0 to +u0, in nm."""
    u = np.linspace(-u0, u0, n_nodes)
    _, phi, w, ratio = track(*hoppings(u, scale), Delta, n_k)
    assert ratio.max() < 1
    x = a * phi / TWO_PI + u * w
    return x[-1] - x[0]


def open_chain_centre(u, force=0.0, sizes=(40, 60)):
    """Electron centre relative to O, from dipoles of two open chains."""
    t_r, t_l = hoppings(u)
    sums = []
    for n in sizes:
        x = np.empty(2 * n)
        x[0::2] = np.arange(n) * a + u
        x[1::2] = np.arange(n) * a + a / 2
        level = np.tile([Delta, -Delta], n) + force * x
        bond = np.tile([t_r, t_l], n)[:-1]
        h = np.diag(level) + np.diag(bond, 1) + np.diag(bond, -1)
        filled = np.linalg.eigh(h)[1][:, :n]
        density = np.sum(filled ** 2, axis=1)
        sums.append(density @ x - np.sum(x[1::2]))
    return (sums[1] - sums[0]) / (sizes[1] - sizes[0])


# Closed phase formula and gap formula against diagonalization
worst_formula = 0.0
for case in [(2.4, 1.6, 1.5), (1.6, 2.4, 1.5), (1.0, 0.3, -0.5),
             (0.5, 1.5, 0.2), (1.5, 0.5, -0.8)]:
    difference = fold(string_phase(*case)[0] - formula_phase(*case))
    worst_formula = max(worst_formula, abs(difference))
    energies = bands(*case, N_K)[0]
    gap_numeric = np.min(energies[:, 1] - energies[:, 0])
    assert abs(gap_numeric - 2 * np.hypot(case[0] - case[1], case[2])) < 1e-9
    # alternating sign of p-d hopping leaves the phase unchanged
    flipped = string_phase(case[0], -case[1], case[2])[0]
    assert abs(fold(flipped - string_phase(*case)[0])) < 1e-9
assert worst_formula < 2e-4      # discretization error of order 1/N^2

# Phases fixed by symmetry at D = 0
assert abs(fold(string_phase(2.0, 2.0, 1.5)[0] - np.pi)) < 1e-9
assert abs(fold(string_phase(2.0, 2.0, -1.5)[0])) < 1e-9

# Switching path, compared at every node with open chains
u_path = np.linspace(-u0, u0, 10)
tr_path, tl_path = hoppings(u_path)
raw, phi, w_ti, ratio = track(tr_path, tl_path, Delta)
assert ratio.max() < 1
centre = a * phi / TWO_PI + u_path * w_ti
open_centre = np.array([open_chain_centre(u) for u in u_path])
open_error = np.max(np.abs((centre - centre[0])
                           - (open_centre - open_centre[0])))
assert open_error < 1e-5
shift = centre[-1] - centre[0]
P_ion = Z_ti * 2 * u0 / a ** 3 * TO_UC
P_el = -2 * shift / a ** 3 * TO_UC
P_switch = P_ion + P_el
quantum = 2 / a ** 2 * TO_UC
raw_shift = a * (raw[-1] - raw[0]) / TWO_PI + u0 * (w_ti[-1] + w_ti[0])
P_unrepaired = P_ion - 2 * raw_shift / a ** 3 * TO_UC
assert abs(abs(P_unrepaired - P_switch) - quantum) < 1e-8
# one single step also satisfies the condition and gives the same result
one_step = switching_shift(n_nodes=2)
one_ratio = track(*hoppings(np.array([-u0, u0])), Delta)[3][0]
assert abs(one_step - shift) < 1e-10

# Mesh convergence: error falls as 1/N^2
p100, p200, p400 = [string_phase(*hoppings(u0), Delta, n)[0]
                    for n in (100, 200, 400)]
order_ratio = (p100 - p200) / (p200 - p400)
assert abs(order_ratio - 4) < 0.2
P_mesh = -2 * (switching_shift(n_k=2 * N_K) - shift) / a ** 3 * TO_UC

# Detour through negative Delta: same ends, one more quantum
leg = np.linspace(0, 1, 13)
u_detour = np.concatenate([np.full(13, -u0), -u0 + 2 * u0 * leg[1:],
                           np.full(12, u0)])
d_detour = np.concatenate([Delta * (1 - 2 * leg), np.full(12, -Delta),
                           -Delta * (1 - 2 * leg[1:])])
_, phi_detour, _, ratio_detour = track(*hoppings(u_detour), d_detour)
assert ratio_detour.max() < 1
extra_turns = ((phi_detour[-1] - phi_detour[0])
               - (phi[-1] - phi[0])) / TWO_PI
assert abs(extra_turns - 1) < 1e-9
P_detour = P_switch - extra_turns * quantum


# Two turns about D = Delta = 0, sampled finely and too coarsely
def loop(n_steps):
    angle = np.linspace(0, 2 * TWO_PI, n_steps + 1) + 0.3
    D, d = np.sin(angle), np.cos(angle)
    _, p, _, r = track((4 + D) / 2, (4 - D) / 2, d)
    return (p[-1] - p[0]) / TWO_PI, r.max()


fine_turns, fine_ratio = loop(48)
coarse_turns, coarse_ratio = loop(3)
assert abs(abs(fine_turns) - 2) < 1e-9 and fine_ratio < 1
assert abs(coarse_turns - fine_turns) > 0.5 and coarse_ratio > 1

# Metallic path (Delta = 0): flagged on every mesh
metal_ratios = []
for n in (10, 100, 400):
    metal = track(*hoppings(np.linspace(-u0, u0, n)), 0.0, 20)[3]
    metal_ratios.append(metal.max())
assert min(metal_ratios) > 1

# Neglected effects, sized for the same parameters
shift_pi = switching_shift(scale=t0 / 2)
P_pi = -2 * 2 * shift_pi / a ** 3 * TO_UC
small = (20, 30)
field_shift = (open_chain_centre(u0, field, small)
               - open_chain_centre(u0, 0.0, small))
P_field = -2 * field_shift / a ** 3 * TO_UC


def tunnel_exponent(force):
    """Minus log of the interband probability per Bloch cycle at u = 0."""
    T = 2 * t0
    top = np.arcsinh(Delta / T)
    area = quad(lambda y: np.sqrt(max(Delta ** 2 - (T * np.sinh(y)) ** 2, 0)),
                0, top)[0]
    return 8 * area / (force * a)


def propagated_probability(force, n_steps=4000):
    """Interband probability from the time-dependent two-level equation."""
    T = 2 * t0
    h = np.pi / n_steps

    def matrix(th):
        return np.array([[Delta, T * np.cos(th)], [T * np.cos(th), -Delta]])
    psi = np.linalg.eigh(matrix(0.0))[1][:, 0].astype(complex)
    for j in range(n_steps):
        m = matrix((j + 0.5) * h)
        energy = np.hypot(m[0, 0], m[0, 1])
        x = energy * h * 2 / (force * a)
        psi = np.cos(x) * psi - 1j * np.sin(x) / energy * (m @ psi)
    upper = np.linalg.eigh(matrix(np.pi))[1][:, 1]
    return abs(upper @ psi) ** 2


S_field = tunnel_exponent(field)
strong = field * S_field / 4
P_tunnel_numeric = propagated_probability(strong)
S_strong = tunnel_exponent(strong)
assert abs(np.log(P_tunnel_numeric) + S_strong) < 0.1 * S_strong
kT = constants.k * temperature / constants.e
upper_band = bands(t0, t0, Delta, N_K)[0][:, 1]
carriers = 2 * np.mean(1 / (np.exp(upper_band / kT) + 1))

print(f"period a = {a} nm, largest Ti displacement = {u0} nm")
print(f"hopping at u=0 = {t0} eV, power = {power}, Delta = {Delta} eV")
print(f"Ti charge = {Z_ti} e, k points = {N_K}")
print(f"at +u0: t_r = {tr_path[-1]:.4f} eV, t_l = {tl_path[-1]:.4f} eV, "
      f"D = {tr_path[-1] - tl_path[-1]:.4f} eV")
print(f"gap at u=0 = {2 * Delta:.3f} eV, at u0 = "
      f"{2 * np.hypot(Delta, tr_path[-1] - tl_path[-1]):.3f} eV")
print("u (nm) | raw phi | folded step | repaired phi (rad) | w_T")
folded = np.concatenate([[0], fold(np.diff(raw))])
for row in zip(u_path, raw, folded, phi, w_ti):
    print("%9.5f %9.5f %9.5f %9.5f %8.5f" % row)
print(f"largest step ratio on path = {ratio.max():.4f}")
print(f"step ratio for one single step = {one_ratio:.4f}")
print(f"phase change, repaired = {phi[-1] - phi[0]:.5f} rad")
print(f"phase change, raw ends = {raw[-1] - raw[0]:.5f} rad")
print(f"electron centre shift = {shift:.6f} nm")
print(f"same from open chains = {open_centre[-1] - open_centre[0]:.6f} nm")
print(f"largest deviation from open chains on path = {open_error:.1e} nm")
print(f"ionic part of switching P = {P_ion:.3f} uC/cm2")
print(f"electronic part = {P_el:.3f} uC/cm2")
print(f"switching polarization = {P_switch:.3f} uC/cm2 "
      f"= {P_switch / 100:.5f} C/m2")
print(f"half of it (one state) = {P_switch / 2:.3f} uC/cm2")
print(f"mean effective Ti charge = {P_switch / TO_UC * a**3 / (2*u0):.3f} e")
print(f"polarization quantum 2e/a^2 = {quantum:.3f} uC/cm2")
print(f"without repair = {P_unrepaired:.3f} uC/cm2")
print(f"detour through Delta<0 = {P_detour:.3f} uC/cm2, "
      f"extra turns = {extra_turns:.6f}")
print(f"largest step ratio on detour = {ratio_detour.max():.4f}")
print(f"mesh shift {N_K} -> {2 * N_K} k points = {P_mesh:.1e} uC/cm2")
print(f"error ratio on doubling k points = {order_ratio:.3f}")
print(f"largest phase error against formula = {worst_formula:.1e} rad")
print(f"loop, 48 steps: turns = {fine_turns:.4f}, ratio = {fine_ratio:.3f}")
print(f"loop, 3 steps: turns = {coarse_turns:.4f}, "
      f"ratio = {coarse_ratio:.3f}")
print("metallic path, 10/100/400 nodes: ratios = "
      + ", ".join(f"{r:.3f}" for r in metal_ratios))
print(f"neglected: two pi chains (hopping {t0 / 2} eV) = {P_pi:.3f} uC/cm2")
print(f"neglected: electronic response at {field * 10:.1f} MV/cm = "
      f"{P_field:.3f} uC/cm2")
print(f"neglected: tunnelling per Bloch cycle, log10 = "
      f"{-S_field / np.log(10):.1f}")
print(f"tunnelling test at {strong * 10:.1f} MV/cm: propagated = "
      f"{P_tunnel_numeric:.4f}, exponent gives {np.exp(-S_strong):.4f}")
print(f"neglected: thermal electrons per cell at {temperature:.0f} K = "
      f"{carriers:.1e}")
print("verified")
```

Output:

```
period a = 0.4 nm, largest Ti displacement = 0.01 nm
hopping at u=0 = 2.0 eV, power = 3.5, Delta = 1.5 eV
Ti charge = 4.0 e, k points = 400
at +u0: t_r = 2.3933 eV, t_l = 1.6860 eV, D = 0.7073 eV
gap at u=0 = 3.000 eV, at u0 = 3.317 eV
u (nm) | raw phi | folded step | repaired phi (rad) | w_T
 -0.01000  -2.75656   0.00000  -2.75656  0.23604
 -0.00778  -2.83569  -0.07913  -2.83569  0.23106
 -0.00556  -2.91938  -0.08368  -2.91938  0.22713
 -0.00333  -3.00669  -0.08731  -3.00669  0.22439
 -0.00111  -3.09635  -0.08966  -3.09635  0.22299
  0.00111   3.09635  -0.09048  -3.18683  0.22299
  0.00333   3.00669  -0.08966  -3.27649  0.22439
  0.00556   2.91938  -0.08731  -3.36381  0.22713
  0.00778   2.83569  -0.08368  -3.44749  0.23106
  0.01000   2.75656  -0.07913  -3.52662  0.23604
largest step ratio on path = 0.1037
step ratio for one single step = 0.8530
phase change, repaired = -0.77006 rad
phase change, raw ends = 5.51313 rad
electron centre shift = -0.044302 nm
same from open chains = -0.044303 nm
largest deviation from open chains on path = 2.7e-07 nm
ionic part of switching P = 20.027 uC/cm2
electronic part = 22.181 uC/cm2
switching polarization = 42.209 uC/cm2 = 0.42209 C/m2
half of it (one state) = 21.104 uC/cm2
mean effective Ti charge = 8.430 e
polarization quantum 2e/a^2 = 200.272 uC/cm2
without repair = -158.064 uC/cm2
detour through Delta<0 = -158.064 uC/cm2, extra turns = 1.000000
largest step ratio on detour = 0.3535
mesh shift 400 -> 800 k points = 1.0e-04 uC/cm2
error ratio on doubling k points = 4.000
largest phase error against formula = 3.0e-06 rad
loop, 48 steps: turns = -2.0000, ratio = 0.261
loop, 3 steps: turns = 1.0000, ratio = 1.732
metallic path, 10/100/400 nodes: ratios = 2.003, 2.000, 2.000
neglected: two pi chains (hopping 1.0 eV) = 18.222 uC/cm2
neglected: electronic response at 1.0 MV/cm = 0.303 uC/cm2
neglected: tunnelling per Bloch cycle, log10 = -37.7
tunnelling test at 21.7 MV/cm: propagated = 0.0186, exponent gives 0.0183
neglected: thermal electrons per cell at 300 K = 5.0e-27
verified
```
